# Lattice Chern numbers: integrality and a sufficient mesh density

## What the answer can depend on

A band $|u(\mathbf k)\rangle$ is known at the points of a mesh in the Brillouin zone, and its Chern number is wanted. The Fukui–Hatsugai–Suzuki method adds up phases of overlaps around the mesh plaquettes. How fine must the mesh be?

Suppose the criterion uses only the mesh steps $h_1,h_2$ and the greatest rates $G_1,G_2$ at which the state changes along $k_1$ and $k_2$. A rate must not register a mere change of phase of $|u\rangle$, so it has to come from the part of the derivative orthogonal to the state:

$$g_{\mu\mu}=\langle\partial_\mu u|(1-P)|\partial_\mu u\rangle,\qquad P=|u\rangle\langle u|,\qquad G_\mu=\max_{\mathbf k}\sqrt{g_{\mu\mu}} .$$

If $k_1$ is measured in a unit that multiplies $h_1$ by $\lambda$, then $G_1$ is divided by $\lambda$. The criterion can therefore contain only the products $h_1G_1$ and $h_2G_2$. With $N$ points per direction and $h_\mu=2\pi/N$, the required $N$ is proportional to the rates. The result proved below is

$$\boxed{N>4(G_1+G_2)\ \Rightarrow\ C_{\rm lat}=C}$$

This density is sufficient, not necessary. Still, no single $N$ serves all bands: a correct sum needs $N^2\ge2|C|$, as shown below, and in the two-band example, on a mesh with $\mathbf k=0$ at a plaquette centre, the mesh size at which the sum fails grows without limit as the gap closes (the failure depends on mesh position and need not occur when $\mathbf k=0$ is a mesh point). That the lattice sum is an integer, by contrast, needs no density at all.

## Four states by hand

Take a $2\times2$ periodic mesh with one normalized state per point:

$$u_{00}=u_{01}=\begin{pmatrix}1\\0\end{pmatrix},\quad u_{10}=\frac1{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},\quad u_{11}=\frac1{\sqrt2}\begin{pmatrix}1\\ i\end{pmatrix}.$$

Going counterclockwise around the first plaquette gives

$$W_{00}=\langle u_{00}|u_{10}\rangle\langle u_{10}|u_{11}\rangle\langle u_{11}|u_{01}\rangle\langle u_{01}|u_{00}\rangle=\frac1{\sqrt2}\cdot\frac{1+i}2\cdot\frac1{\sqrt2}\cdot1=\frac{1+i}4 .$$

Define the plaquette phase $F=-\operatorname{Arg}W$, with $\operatorname{Arg}$ in $(-\pi,\pi]$. Here $F_{00}=-\pi/4$.

The plaquette to the right wraps around the mesh and visits $u_{10},u_{00},u_{01},u_{11}$. Its product contains the same four overlaps with bras and kets exchanged, so $W_{10}=W_{00}^*$. In the same way $W_{01}=W_{00}^*$ and $W_{11}=W_{00}$. The four phases are $-\pi/4,\ \pi/4,\ \pi/4,\ -\pi/4$, and they sum to zero.

The relations among the four products hold for any states. A $2\times2$ mesh thus returns zero unless $W_{00}=-1$ up to a positive factor. In that case the stated range of $\operatorname{Arg}$ gives $F=-\pi$ four times and $\sum F/2\pi=-2$: still an integer, but one decided by the convention for the branch.

Now look at the links. Let $U_\mu(\mathbf k)$ be the overlap of the state at $\mathbf k$ with its neighbour in direction $\mu$, and let $\theta_\mu=-\operatorname{Arg}U_\mu$. In the first plaquette only the link from $u_{10}$ to $u_{11}$ has a phase, $\theta=-\pi/4$, which equals $F_{00}$.

Replace $u_{11}$ by $e^{i7\pi/8}u_{11}$. The angle of that link becomes $-\pi/4-7\pi/8=-9\pi/8$, which is brought back into range as $7\pi/8$. The link from $u_{01}$ to $u_{11}$ acquires $-7\pi/8$ and is traversed backwards. The circulation of link angles is now $7\pi/8+7\pi/8=7\pi/4$. Since $W_{00}$ has not changed, $F_{00}$ is still $-\pi/4=7\pi/4-2\pi$. The plaquette has acquired a vortex number $n=-1$. The same bookkeeping gives $+1,+1,-1$ for the plaquettes $10,01,11$. Individual vortex numbers depend on gauge, while their sum remains zero.

## Integrality on any mesh

For an $N_1\times N_2$ periodic mesh write $\mathbf k+\hat\mu$ for the neighbour in direction $\mu$. Then

$$W(\mathbf k)=U_1(\mathbf k)\,U_2(\mathbf k+\hat1)\,U_1^*(\mathbf k+\hat2)\,U_2^*(\mathbf k),\qquad C_{\rm lat}=\frac1{2\pi}\sum_{\mathbf k}F(\mathbf k).$$

The one assumption is that no link overlap vanishes. Each corner state enters $W$ once as a bra and once as a ket, so its phase cancels and $F$ is gauge invariant.

The argument of a product is the sum of the arguments up to a multiple of $2\pi$. Hence

$$F(\mathbf k)=\theta_1(\mathbf k)+\theta_2(\mathbf k+\hat1)-\theta_1(\mathbf k+\hat2)-\theta_2(\mathbf k)+2\pi n(\mathbf k),\qquad n\in\mathbb Z .$$

Sum over the mesh. Shifting the summation point by $\hat2$ shows that the two $\theta_1$ terms cancel, and shifting by $\hat1$ cancels the two $\theta_2$ terms. What remains is

$$C_{\rm lat}=\sum_{\mathbf k}n(\mathbf k)\in\mathbb Z .$$

Smoothness was not used; unrelated random states also give an integer. An integer result is therefore no evidence that the mesh is adequate.

Because $|F|\le\pi$, we also have $|C_{\rm lat}|\le N_1N_2/2$. A mesh with $N_1N_2<2|C|$ cannot give the right answer.

## A phase needs a perimeter

Let $u_0,u_1,u_2,u_3$ be the corners of a plaquette. Keep $u_0$ and rephase the others in turn, to $u_i'$, so that each successive overlap is positive. Close the loop with $u_4'=e^{i\varphi}u_0$, choosing $\varphi$ so that $\langle u_3'|u_4'\rangle>0$. Since $W$ is gauge invariant,

$$W=\langle u_0|u_1'\rangle\langle u_1'|u_2'\rangle\langle u_2'|u_3'\rangle\langle u_3'|u_0\rangle,\qquad \langle u_3'|u_0\rangle=e^{-i\varphi}\langle u_3'|u_4'\rangle .$$

All other factors are positive, so $\operatorname{Arg}W=-\varphi$ and $F=\varphi$, modulo $2\pi$.

Unit vectors in a complex space are points on a real sphere, where the angle between $a$ and $b$ is $\arccos\operatorname{Re}\langle a|b\rangle$. The angle from $u_0$ to $e^{iF}u_0$ is $\arccos(\cos F)=|F|$. The triangle inequality for angles gives

$$|F|\le\sum_{\rm edges}\arccos|\langle u_i|u_{i+1}\rangle| .$$

The right side is the perimeter of the plaquette in state space. A phase of $\pm\pi$ needs a perimeter of at least $\pi$.

## From the mesh to the true flux

From here on, $H(\mathbf k)$ is smooth with period $2\pi$ in both components, and the band is separated from the others at every $\mathbf k$. Define

$$A_\mu=i\langle u|\partial_\mu u\rangle,\qquad \Omega=\partial_1A_2-\partial_2A_1=-2\operatorname{Im}\langle\partial_1u|\partial_2u\rangle,\qquad C=\frac1{2\pi}\int\Omega\,d^2k .$$

**Edge length.** Along an edge in direction $\mu$, starting at $\mathbf k$, let $\tilde u=e^{i\chi}u$ with $\chi=\int A_\mu\,dk_\mu$. Then

$$\langle\tilde u|\partial_\mu\tilde u\rangle=\langle u|\partial_\mu u\rangle+iA_\mu=\langle u|\partial_\mu u\rangle-\langle u|\partial_\mu u\rangle=0 .$$

This is parallel transport. The derivative of $\tilde u$ has only the orthogonal part, whose norm is $\sqrt{g_{\mu\mu}}$, so the curve on the sphere has length $\ell\le h_\mu G_\mu$. The angle between its ends cannot exceed $\ell$. Since $|z|\ge\operatorname{Re}z$, neither can $\arccos$ of the overlap's modulus. The plaquette perimeter is thus at most $2(h_1G_1+h_2G_2)$.

**Edge phase.** Let $\varepsilon_\mu(\mathbf k)=-\operatorname{Arg}\langle u(\mathbf k)|\tilde u(\mathbf k+\hat\mu)\rangle$. It compares the direct overlap with transport along the edge and is gauge invariant. Because $U_\mu=e^{-i\chi}\langle u|\tilde u\rangle$, we have $\theta_\mu=\int A_\mu dk_\mu+\varepsilon_\mu$ modulo $2\pi$. On one plaquette a smooth gauge exists, so Stokes' theorem turns the circulation of $A$ into the Berry flux $\Phi=\int\Omega\,d^2k$ through it:

$$F=\Phi+\varepsilon_1(\mathbf k)+\varepsilon_2(\mathbf k+\hat1)-\varepsilon_1(\mathbf k+\hat2)-\varepsilon_2(\mathbf k)\pmod{2\pi}.$$

**Removing the ambiguity.** Assume

$$h_1G_1+h_2G_2<\frac\pi2 .$$

Shrink the plaquette towards its corner $\mathbf k$ by giving it sides $th_1$ and $th_2$, with $t$ running from 1 to 0. For every $t$:

- the perimeter is below $\pi$, so $|F|<\pi$ and $F$ does not jump;
- each edge has $\ell<\pi/2$, so $\operatorname{Re}\langle u|\tilde u\rangle\ge\cos\ell>0$. No overlap vanishes and $\varepsilon_\mu$ does not jump.

Both sides of the flux relation are continuous in $t$ and vanish at $t=0$. Their difference is a multiple of $2\pi$, hence zero throughout. The relation holds as an ordinary equality.

Now sum it over the zone. Every $\varepsilon$ belongs to two plaquettes and enters with opposite signs, so $\sum F=\sum\Phi=2\pi C$. Inserting $h_\mu=2\pi/N_\mu$ and dividing the condition by $2\pi$ gives

$$\frac{G_1}{N_1}+\frac{G_2}{N_2}<\frac14\quad\Rightarrow\quad C_{\rm lat}=C .$$

For $N_1=N_2=N$ this is the boxed rule.

## A bound from the Hamiltonian

Differentiate $H|u\rangle=E|u\rangle$ and project on another eigenstate $|m\rangle$. The term with $\partial_\mu E$ drops out by orthogonality:

$$\langle m|\partial_\mu H|u\rangle+E_m\langle m|\partial_\mu u\rangle=E\langle m|\partial_\mu u\rangle .$$

Solving for $\langle m|\partial_\mu u\rangle$ and summing over $m$,

$$g_{\mu\mu}=\sum_{m\ne u}\frac{|\langle m|\partial_\mu H|u\rangle|^2}{(E-E_m)^2}\le\frac{V_\mu^2}{\Delta^2},$$

where $V_\mu$ is the largest operator norm of $\partial_\mu H$ and $\Delta$ the smallest direct gap to another band. So $N>4(V_1+V_2)/\Delta$ is also sufficient. As the gap closes this density diverges, and at a touching point the Chern number of the single band is undefined.

## The method in general

1. Diagonalize $H$ on the mesh, using the same state at $\mathbf k$ and at $\mathbf k+2\pi$. This closure requires $H$ to be strictly periodic, as assumed above. If the Bloch phases carry orbital positions, so that $H(\mathbf k+2\pi)=D^\dagger H(\mathbf k)D$ with a constant unitary $D$, the state at $\mathbf k+2\pi$ must be taken as $D^\dagger u(\mathbf k)$; reusing $u(\mathbf k)$ still gives an integer, but it can be the wrong one even on a fine mesh.
2. Form the link overlaps, $W$ and $F=-\operatorname{Arg}W$ for each plaquette.
3. Add the phases and divide by $2\pi$.
4. Compare $N$ with $4(G_1+G_2)$, or with the gap bound. A maximum of $\sqrt{g_{\mu\mu}}$ found on a grid is an estimate; a guarantee needs a proved upper bound on $G_\mu$, or on $V_\mu$ together with a proved lower bound on $\Delta$.

## A sharp texture

Take the lower band of $H=\mathbf d\cdot\boldsymbol\sigma$ with

$$\mathbf d=\bigl(\sin k_1,\ \sin k_2,\ \delta-B(2-\cos k_1-\cos k_2)\bigr),\qquad \delta=0.2,\quad B=2.5,$$

in units of the hopping energy. The energies are $\pm|\mathbf d|$. At $\mathbf k=0$ the gap is $2\delta$ and $\partial_1H=\sigma_x$, whose matrix element between the two bands has modulus 1. Therefore $\sqrt{g_{11}}=1/(2\delta)=2.5$ there, and likewise $\sqrt{g_{22}}$. On a $240\times240$ grid no larger value occurs. With $G_1=G_2=2.5$ the rule is $N>4(2.5+2.5)=20$. Integrating the curvature over the same grid gives $C=1$.

The gap bound can be made rigorous. Put $x_i=1-\cos k_i\ge0$ and $s=x_1+x_2$. Then $\sin^2k_i=2x_i-x_i^2$ and $x_1^2+x_2^2\le s^2$, so

$$|\mathbf d|^2\ge2s-s^2+(\delta-Bs)^2=\delta^2+2(1-\delta B)s+(B^2-1)s^2\ge\delta^2,$$

since $\delta B=0.5$ and $B>1$. Hence $\Delta=2\delta=0.4$. The norm of $\partial_1H$ is $\sqrt{\cos^2k_1+B^2\sin^2k_1}\le2.5$, and the same holds for $\partial_2H$. This guarantees the result for $N>4(2.5+2.5)/0.4=50$, a safer but more expensive mesh.

**Where the sum really fails.** Place $\mathbf k=0$ at the centre of a plaquette. Its corners $(\pm h/2,\pm h/2)$ share the same polar angle $\alpha$ of $\mathbf d$, and their azimuths $\phi$ advance by $\pi/2$. With the lower state $u=(-\sin\frac\alpha2\,e^{-i\phi},\ \cos\frac\alpha2)^T$, each overlap is

$$\cos^2\tfrac\alpha2+e^{-i\pi/2}\sin^2\tfrac\alpha2=\cos^2\tfrac\alpha2-i\sin^2\tfrac\alpha2,$$

so that

$$F=4\arctan\bigl(\tan^2\tfrac\alpha2\bigr)\pmod{2\pi}.$$

At the equator, $\alpha=\pi/2$, this reaches $\pi$ and the principal value jumps by $-2\pi$. The corners are on the equator when $d_3=\delta-2B(1-\cos\frac h2)=0$. With $h/2=\pi/N$, the threshold is

$$N_c=\frac{\pi}{\arccos\bigl(1-\delta/(2B)\bigr)}=\frac{\pi}{\arccos0.96}=11.07 .$$

Direct evaluation of the plaquette sum on this centred mesh gives $C_{\rm lat}=0$ for every $N$ from 3 to 11 and $C_{\rm lat}=1$ for every $N$ from 12 to 24.

The flux relation shows the missing unit. Here $\Phi$ is integrated by Gauss–Legendre quadrature and the transport uses 200 pieces per edge. For the central plaquette, in radians:

| $N$ | flux $\Phi$ | edge terms | sum | $F$ |
|---|---|---|---|---|
| 11 | 2.428 | 0.739 | 3.167 | −3.116 |
| 21 | 0.940 | 0.146 | 1.086 | 1.086 |

At $N=11$ the difference is $3.167+3.116=6.283$, which is $2\pi$, and no other plaquette is off. The flux itself is below $\pi$; the edge terms carry the sum across the branch.

A perimeter below $\pi$ computed from the corner states alone is no guarantee. The modulus squared of each overlap around the central plaquette is $\cos^4\frac\alpha2+\sin^4\frac\alpha2=1-\frac12\sin^2\alpha\ge\frac12$, so each side is at most $\pi/4$ and the perimeter at most $\pi$, on either side of the equator. At $N=11$ the largest perimeter on the mesh is 3.1415, just below $\pi$, and yet the answer is wrong. The proof needs the bound on $G_\mu$ because it controls the states between the mesh points as well.

**How conservative is the rule?** Among 64 evenly spaced offsets for each $N$ from 3 to 24, the largest $N$ with a wrong sum is 11. The sufficient density, 20, is 1.8 times $N_c$. Since $N=11$ fails with $G_1+G_2=5$, no universal rule $N>c\,(G_1+G_2)$ can have $c<11/5=2.2$.

Two limits of small $\delta$ show how the gap between the two densities varies. With $\delta B=1/2$ held fixed, $\arccos(1-\delta^2)\approx\sqrt2\,\delta$ and $N_c\approx2.2/\delta$, while the metric rule asks for at least $4/\delta$. It asks for no higher power: with $\mathbf k=\delta\boldsymbol\kappa$ and small $\delta$, $\mathbf d\approx\delta\,(\kappa_1,\kappa_2,1-\kappa^2/4)$, so the direction of $\mathbf d$ depends on $\boldsymbol\kappa$ alone and turns at a rate of order $1/\delta$, while for $|\mathbf k|\gg\delta$ it stays near the negative $z$ axis and turns more slowly. Both densities scale as $1/\delta$. With $B$ held fixed, $N_c\approx\pi\sqrt{B/\delta}$ grows more slowly than $4/\delta$, and for this mesh position the rule becomes increasingly cautious.

## A Hofstadter band

For flux $1/3$ per cell on the square lattice, with unit hopping,

$$H=-\begin{pmatrix}2\cos k_2&1&e^{-ik_1}\\1&2\cos(k_2+\frac{2\pi}3)&1\\e^{ik_1}&1&2\cos(k_2+\frac{4\pi}3)\end{pmatrix}.$$

On a $240\times240$ grid the middle band has $C=-2$, $G_1=0.700$ and $G_2=1.213$. The metric rule is $N>4(0.700+1.213)=7.65$, so $N=8$ suffices if the grid maxima are accurate. Here $V_1=1$, $V_2=2$ and the smallest gap on the grid is 1.268, so the gap bound is $N>4\cdot3/1.268=9.46$.

With 64 offsets for each $N$ from 2 to 12, wrong sums occur at $N=2$ and at no larger $N$. The hand calculation explains the failure: a $2\times2$ mesh returns zero unless $W_{00}$ lies on the negative real axis (at one of the 64 offsets $W_{00}$ vanishes and the phase is undefined). The larger Chern number does not demand a finer mesh than the sharp texture did. The sufficient density is set by how fast the state turns. The integer enters only indirectly: every $N>4(G_1+G_2)$ gives the right sum and so must obey $N^2\ge2|C|$, which means a large Chern number forces large rates, while a small one does not ensure small rates.
